# Why Two-Colour Pyrometry Can Be Less Precise Than One Colour: a program that tests the result

```python
"""Precision of two-colour (ratio) against single-colour pyrometry.

Result under test: for equal independent fractional noise s in two narrow
channels lam1 < lam2, in the Wien regime,
    sigma_T(ratio) / sigma_T(lam1 alone) = sqrt(2) * lam2 / (lam2 - lam1).
Symbols: T temperature, c2 = h c / k, x = c2 / (lam T),
sensitivity n = dlnS/dlnT of a signal S, rho = noise correlation.
Noisy Planck signals are inverted numerically and their scatter is compared
with the formulas.  Wavelengths are in metres, temperatures in kelvin.
"""
import numpy as np
from scipy.constants import h, c, k
from scipy.optimize import brentq

c2 = h * c / k
nm = 1e-9
T0, lam1, lam2, noise = 1300.0, 850 * nm, 950 * nm, 0.005
rng = np.random.default_rng(12345)
samples = 300_000
T_grid = np.linspace(900.0, 1900.0, 50_001)


def ln_planck(lam, T):
    """Logarithm of spectral radiance, constant factors dropped."""
    return -5 * np.log(lam) - np.log(np.expm1(c2 / (lam * T)))


def read_weighted(ln_a, ln_b, a, b, wa, wb):
    """Temperature whose blackbody value of wa*lnSa + wb*lnSb fits the data."""
    curve = wa * ln_planck(a, T_grid) + wb * ln_planck(b, T_grid)
    assert np.all(np.diff(curve) > 0)
    value = wa * ln_a + wb * ln_b
    assert np.min(value) > curve[0] and np.max(value) < curve[-1]
    return np.interp(value, curve, T_grid)


def read_both(error_a, error_b, a=lam1, b=lam2):
    """Single-colour (at a) and ratio readings for given log-signal errors."""
    ln_a = ln_planck(a, T0) + error_a
    ln_b = ln_planck(b, T0) + error_b
    return (read_weighted(ln_a, ln_b, a, b, 1, 0),
            read_weighted(ln_a, ln_b, a, b, 1, -1))


def sensitivity(lam, T):
    """dlnS/dlnT by central difference."""
    step = 1e-4
    return (ln_planck(lam, T * (1 + step))
            - ln_planck(lam, T * (1 - step))) / (2 * step)


def close(value, expected, tolerance):
    return abs(value / expected - 1) < tolerance


def wien_factor(a, b):
    return np.sqrt(2) * b / (b - a)


# Sampling error of each standard deviation is about 0.13 percent,
# so 1 percent is a safe tolerance for all simulated scatters.
MC_TOL = 0.01
g1, g2, g_common = rng.standard_normal((3, samples))
log_error1 = np.log1p(noise * g1)
log_error2 = np.log1p(noise * g2)

# Main result, for several second wavelengths
simulated_factor = {}
for second_nm in (900, 950, 1000, 1050):
    single, ratio = read_both(log_error1, log_error2, lam1, second_nm * nm)
    simulated_factor[second_nm] = ratio.std() / single.std()
    assert close(simulated_factor[second_nm],
                 wien_factor(lam1, second_nm * nm), MC_TOL)
single, ratio = read_both(log_error1, log_error2)
sd_single, sd_ratio = single.std(), ratio.std()
sd_single_formula = noise * lam1 * T0**2 / c2
sd_ratio_formula = sd_single_formula * wien_factor(lam1, lam2)
assert close(sd_single, sd_single_formula, MC_TOL)
assert close(sd_ratio, sd_ratio_formula, MC_TOL)

# Comparison with the longer wavelength: ratio wins only for a wide pair
long_comparison = {}
for second_nm in (950, 1700, 2500):
    b = second_nm * nm
    _, wide_ratio = read_both(log_error1, log_error2, lam1, b)
    long_single = read_weighted(ln_planck(b, T0) + log_error2, 0.0,
                                b, lam1, 1, 0)
    value = wide_ratio.std() / long_single.std()
    long_comparison[second_nm] = value
    x_a, x_b = c2 / (lam1 * T0), c2 / (b * T0)
    n_a, n_b = x_a / -np.expm1(-x_a), x_b / -np.expm1(-x_b)
    assert close(value, np.sqrt(2) * n_b / (n_a - n_b), MC_TOL)
    assert (value < 1) == (b / lam1 > 1 + np.sqrt(2))

# Planck sensitivities: the factor always exceeds its Wien value
for T in (1500.0, 3000.0):
    for a_um, b_um in ((1.0, 2.0), (2.0, 3.0), (1.0, 5.0)):
        a, b = a_um * 1e-6, b_um * 1e-6
        n_a, n_b = sensitivity(a, T), sensitivity(b, T)
        assert close(n_a, (c2 / (a * T)) / -np.expm1(-c2 / (a * T)), 1e-6)
        assert np.sqrt(2) * n_a / (n_a - n_b) > wien_factor(a, b)
n1, n2 = sensitivity(lam1, T0), sensitivity(lam2, T0)
planck_factor = np.sqrt(2) * n1 / (n1 - n2)
wien_change = planck_factor / wien_factor(lam1, lam2) - 1
assert abs(wien_change) < 1e-3

# Noiseless second channel
_, quiet_ratio = read_both(log_error1, np.zeros(samples))
quiet_factor = quiet_ratio.std() / sd_single
assert close(quiet_factor, lam2 / (lam2 - lam1), MC_TOL)

# Photon counting noise, equal bandwidth and quantum efficiency
count1 = 1 / noise**2
photon_ratio = (lam2 / lam1) * np.exp(ln_planck(lam2, T0) - ln_planck(lam1, T0))
count2 = count1 * photon_ratio
shot_single, shot_ratio = read_both(
    np.log(rng.poisson(count1, samples) / count1),
    np.log(rng.poisson(count2, samples) / count2))
shot_factor = shot_ratio.std() / shot_single.std()
assert close(shot_factor,
             np.sqrt(1 + 1 / photon_ratio) * lam2 / (lam2 - lam1), MC_TOL)

# Correlated noise at the predicted break-even correlation
rho_even = 1 - (1 - lam1 / lam2)**2 / 2
shared, own = np.sqrt(rho_even), np.sqrt(1 - rho_even)
corr_single, corr_ratio = read_both(
    np.log1p(noise * (shared * g_common + own * g1)),
    np.log1p(noise * (shared * g_common + own * g2)))
corr_factor = corr_ratio.std() / corr_single.std()
assert close(corr_factor, 1.0, MC_TOL)

# Best weighted use of both signals when the gains are known
scatter = []
for angle in np.radians(np.arange(0, 91, 5)):
    reading = read_weighted(ln_planck(lam1, T0) + log_error1,
                            ln_planck(lam2, T0) + log_error2,
                            lam1, lam2, np.cos(angle), np.sin(angle))
    scatter.append(reading.std())
sd_best = min(scatter)
assert close(sd_best, noise * T0 / np.hypot(n1, n2), MC_TOL)
assert sd_best < sd_single

# Unknown common gain: least-squares covariance for (T, ln gain)
design = np.array([[n1 / T0, 1.0], [n2 / T0, 1.0]])
covariance = noise**2 * np.linalg.inv(design.T @ design)
sd_free_gain = np.sqrt(covariance[0, 0])
assert close(sd_free_gain, sd_ratio, MC_TOL)

# Common window loss
window_loss = 0.05
loss_single, loss_ratio = read_both(np.log1p(-window_loss),
                                    np.log1p(-window_loss))
bias_loss_single, bias_loss_ratio = loss_single - T0, loss_ratio - T0
equal_loss = brentq(lambda f: T0 - read_both(np.log1p(-f), 0.0)[0]
                    - sd_ratio_formula, 1e-4, 0.3)
assert close(equal_loss, -np.expm1(-wien_factor(lam1, lam2) * noise), 0.02)

# One percent error of the emissivity ratio, put into channel 1
ratio_error = 0.01
bias_ratio_error = read_both(np.log1p(ratio_error), 0.0)[1] - T0
assert close(bias_ratio_error,
             T0 * np.log1p(ratio_error) / (n1 - n2), 0.02)

# Finite filter width: sensitivities of band-integrated signals
filter_width = 10 * nm
nodes, weights = np.polynomial.legendre.leggauss(12)


def band_sensitivity(lam):
    wavelengths = lam + filter_width / 2 * nodes
    step = 1e-4
    up, down = (np.log(weights @ np.exp(ln_planck(wavelengths, T)
                                        - ln_planck(lam, T0)))
                for T in (T0 * (1 + step), T0 * (1 - step)))
    return (up - down) / (2 * step)


b1, b2 = band_sensitivity(lam1), band_sensitivity(lam2)
band_change = np.sqrt(2) * b1 / (b1 - b2) / planck_factor - 1
assert abs(band_change) < 0.01

# Stray light of hot lamp filaments, one percent of the signal at lam1
T_lamp, stray1 = 2800.0, 0.01
stray2 = stray1 * np.exp(ln_planck(lam2, T_lamp) - ln_planck(lam2, T0)
                         - ln_planck(lam1, T_lamp) + ln_planck(lam1, T0))
stray_single, stray_ratio = read_both(np.log1p(stray1), np.log1p(stray2))

# Silicon wafer: rough index, rough room-temperature absorption at lam2
n_si, n_oxide, index_step = 3.8, 1.45, 0.05
absorption_per_cm, wafer_cm = 150.0, 0.0725
transmission = np.exp(-absorption_per_cm * wafer_cm)


def emissivity(lam, thickness, n_sub=n_si):
    """Normal emissivity of an opaque substrate under a transparent film."""
    r_top = (1 - n_oxide) / (1 + n_oxide)
    r_bottom = (n_oxide - n_sub) / (n_oxide + n_sub)
    phase = np.exp(4j * np.pi * n_oxide * thickness / lam)
    r = (r_top + r_bottom * phase) / (1 + r_top * r_bottom * phase)
    return 1 - np.abs(r)**2


bare = emissivity(lam1, 0.0)
assert close(bare, 4 * n_si / (n_si + 1)**2, 1e-12)
dispersion_bias = read_both(
    np.log(emissivity(lam1, 0.0, n_si + index_step) / bare), 0.0)[1] - T0
film = np.linspace(0, 500, 1001) * nm
eps1, eps2 = emissivity(lam1, film), emissivity(lam2, film)
assert close(eps1.max(),
             1 - ((n_si - n_oxide**2) / (n_si + n_oxide**2))**2, 1e-4)
film_single, film_ratio = read_both(np.log(eps1 / bare), np.log(eps2 / bare))
film_single, film_ratio = film_single - T0, film_ratio - T0
i_single = np.argmax(np.abs(film_single))
i_ratio = np.argmax(np.abs(film_ratio))
assert abs(film_ratio[i_ratio]) > abs(film_single[i_single])

print(f"wafer temperature: {T0:.0f} K")
print(f"wavelengths: {lam1/nm:.0f} and {lam2/nm:.0f} nm")
print(f"noise per channel: {100*noise:.2f} %")
print(f"second radiation constant c2: {c2*1e6:.1f} um K")
print(f"x at lambda1, lambda2: {c2/(lam1*T0):.3f}, {c2/(lam2*T0):.3f}")
print(f"sensitivity difference n1-n2: {n1-n2:.4f}")
print(f"single-colour scatter, formula: {sd_single_formula:.3f} K")
print(f"single-colour scatter, simulated: {sd_single:.3f} K")
print(f"ratio scatter, formula: {sd_ratio_formula:.2f} K")
print(f"ratio scatter, simulated: {sd_ratio:.2f} K")
for second_nm, value in simulated_factor.items():
    print(f"factor for 850/{second_nm} nm, formula, simulated: "
          f"{wien_factor(lam1, second_nm*nm):.2f}, {value:.2f}")
print(f"ratio readings to match one single: {wien_factor(lam1, lam2)**2:.0f}")
for second_nm, value in long_comparison.items():
    print(f"ratio scatter / scatter at {second_nm} nm alone: {value:.3f}")
print(f"factor with noiseless second channel: {quiet_factor:.2f}")
print(f"photon count ratio N2/N1: {photon_ratio:.3f}")
print(f"factor with photon counting noise: {shot_factor:.2f}")
print(f"break-even noise correlation: {rho_even:.5f}")
print(f"simulated factor at break-even: {corr_factor:.3f}")
print(f"best two-signal scatter, known gains: {sd_best:.3f} K")
print(f"scatter with unknown common gain: {sd_free_gain:.2f} K")
print(f"common window loss: {100*window_loss:.1f} %")
print(f"its single-colour bias: {bias_loss_single:.2f} K")
print(f"its ratio bias: {abs(bias_loss_ratio):.2f} K")
print(f"loss giving single bias = ratio scatter: {100*equal_loss:.2f} %")
print(f"ratio bias, +1 % emissivity ratio: {bias_ratio_error:.2f} K")
print(f"Planck change of factor: {100*wien_change:.4f} %")
print(f"filter width: {filter_width/nm:.0f} nm")
print(f"filter-width change of factor: {100*band_change:.3f} %")
print(f"lamp filament temperature: {T_lamp:.0f} K")
print(f"stray light at lambda1, lambda2: {100*stray1:.2f}, {100*stray2:.2f} %")
print(f"stray bias, single, ratio: {stray_single-T0:.2f}, "
      f"{stray_ratio-T0:.2f} K")
print(f"rough absorption at 950 nm, cold Si: {absorption_per_cm:.0f} /cm")
print(f"wafer thickness: {wafer_cm*1e4:.0f} um")
print(f"internal wafer transmission: {transmission:.1e}")
print(f"rough indices, silicon, oxide: {n_si:.2f}, {n_oxide:.2f}")
print(f"bare-wafer emissivity: {bare:.3f}")
print(f"ratio bias, Si index +{index_step:.2f} at lambda1: "
      f"{dispersion_bias:.2f} K")
print(f"largest oxide-film emissivity at lambda1: {eps1.max():.3f}")
print(f"worst film bias, single: {film_single[i_single]:.1f} K "
      f"at {film[i_single]/nm:.0f} nm oxide")
print(f"worst film bias, ratio: {film_ratio[i_ratio]:.1f} K "
      f"at {film[i_ratio]/nm:.0f} nm oxide")
print("all good")
```

Running it gives:

```
wafer temperature: 1300 K
wavelengths: 850 and 950 nm
noise per channel: 0.50 %
second radiation constant c2: 14387.8 um K
x at lambda1, lambda2: 13.021, 11.650
sensitivity difference n1-n2: 1.3705
single-colour scatter, formula: 0.499 K
single-colour scatter, simulated: 0.499 K
ratio scatter, formula: 6.71 K
ratio scatter, simulated: 6.71 K
factor for 850/900 nm, formula, simulated: 25.46, 25.49
factor for 850/950 nm, formula, simulated: 13.44, 13.45
factor for 850/1000 nm, formula, simulated: 9.43, 9.44
factor for 850/1050 nm, formula, simulated: 7.42, 7.43
ratio readings to match one single: 181
ratio scatter / scatter at 950 nm alone: 12.032
ratio scatter / scatter at 1700 nm alone: 1.419
ratio scatter / scatter at 2500 nm alone: 0.743
factor with noiseless second channel: 9.50
photon count ratio N2/N1: 2.524
factor with photon counting noise: 11.25
break-even noise correlation: 0.99446
simulated factor at break-even: 0.999
best two-signal scatter, known gains: 0.371 K
scatter with unknown common gain: 6.71 K
common window loss: 5.0 %
its single-colour bias: -5.10 K
its ratio bias: 0.00 K
loss giving single bias = ratio scatter: 6.53 %
ratio bias, +1 % emissivity ratio: 9.51 K
Planck change of factor: 0.0055 %
filter width: 10 nm
filter-width change of factor: 0.024 %
lamp filament temperature: 2800 K
stray light at lambda1, lambda2: 1.00, 0.48 %
stray bias, single, ratio: 0.99, 4.91 K
rough absorption at 950 nm, cold Si: 150 /cm
wafer thickness: 725 um
internal wafer transmission: 1.9e-05
rough indices, silicon, oxide: 3.80, 1.45
bare-wafer emissivity: 0.660
ratio bias, Si index +0.05 at lambda1: -7.22 K
largest oxide-film emissivity at lambda1: 0.917
worst film bias, single: 33.8 K at 146 nm oxide
worst film bias, ratio: 151.7 K at 400 nm oxide
all good
```
